# How random site disorder bends the gap of an alloy

**Q:** I mix two compounds, A and B, and the gap falls below the straight line between the pure materials. What model would give the straight line?

**A:** Take a simple cubic lattice of \(N\) sites with periodic boundaries. Each site carries one conduction and one valence orbital. A fraction \(x\) of the sites, chosen at random, is B. A B atom shifts the two site energies by \(\delta_c\) and \(\delta_v\) relative to A. Hopping is the same everywhere, and for now nothing couples the two bands. This is a one-electron model without lattice relaxation or charge transfer between unlike atoms. Both can also bend the gap of a real alloy, so the model describes only part of a measured bow.

For the conduction orbital of pure A, let the neighbour hopping be \(-t_c\) and put the site energy \(6t_c\) above the band edge. A plane wave of wavevector \(\mathbf k\), with lattice spacing 1, then has energy

\[
6t_c-2t_c\sum_{i=1}^{3}\cos k_i=t_c\,l(\mathbf k),\qquad l(\mathbf k)=\sum_{i=1}^{3}(2-2\cos k_i)\ge 0 .
\]

The valence band has the opposite signs, \(-t_v l(\mathbf k)\), measured from its own edge. Both edges are at \(\mathbf k=0\), the point \(\Gamma\).

The virtual crystal gives every site the average energy. Its edges move by \(x\delta_c\) and \(x\delta_v\), so

\[
E_g^{\rm VC}(x)=E_g^{A}+x(\delta_c-\delta_v),
\]

which is the straight line. I take round parameters: \(t_c=0.05\), \(t_v=0.02\), \(\delta_c=-0.06\), \(\delta_v=0.02\) and \(E_g^A=0.20\), all in Ry. At \(x=1/2\) the line gives \(0.20+0.5(-0.08)=0.16\) Ry.

**Q:** What does the averaging throw away?

**A:** The site-to-site fluctuation. For either band, write it as \(v_i=(1-x)\delta\) on a B site and \(v_i=-x\delta\) on an A site. Its mean is zero, and its variance is

\[
W=\langle v_i^2\rangle=x(1-x)^2\delta^2+(1-x)x^2\delta^2=x(1-x)\delta^2 .
\]

The fluctuation scatters a plane wave by \(\mathbf q\) with amplitude \(V_{\mathbf q}=N^{-1}\sum_i v_i e^{-i\mathbf q\cdot\mathbf r_i}\). At fixed composition \(\sum_i v_i=0\), so \(V_0=0\). The same constraint slightly anticorrelates different sites:

\[
0=\Big\langle\Big(\sum_i v_i\Big)^2\Big\rangle=NW+N(N-1)\langle v_iv_j\rangle
\;\Rightarrow\;\langle v_iv_j\rangle=-\frac{W}{N-1}\quad(i\ne j).
\]

For \(\mathbf q\ne0\) the phases summed over all pairs give zero. The \(N\) equal pairs contribute \(N\), so the unequal pairs contribute \(-N\). Hence

\[
\langle|V_{\mathbf q}|^2\rangle=\frac1{N^2}\left[NW+\frac{NW}{N-1}\right]=\frac{W}{N-1}.
\]

**Q:** The fluctuation averages to zero. Why doesn't its effect on the gap?

**A:** Because the wave responds to it. Write the edge state as \(|0\rangle+\sum_{\mathbf q\ne0}c_{\mathbf q}|\mathbf q\rangle\). Let \(E_{\mathbf q}\) be the virtual-crystal energies and \(E\) the true energy. Projecting the Schrödinger equation on \(|0\rangle\) and on \(|\mathbf q\rangle\) gives

\[
E-E_0=\sum_{\mathbf q\ne0}V_{-\mathbf q}c_{\mathbf q},\qquad
(E-E_{\mathbf q})c_{\mathbf q}=V_{\mathbf q}+\sum_{\mathbf q'\ne0}V_{\mathbf q-\mathbf q'}c_{\mathbf q'} .
\]

To first order \(c_{\mathbf q}=V_{\mathbf q}/D_{\mathbf q}\), with \(D_{\mathbf q}=E_0-E_{\mathbf q}\). Since \(v_i\) is real, \(V_{-\mathbf q}=V_{\mathbf q}^*\), and the mean second-order shift is

\[
\Delta E_2=\sum_{\mathbf q\ne0}\frac{\langle|V_{\mathbf q}|^2\rangle}{D_{\mathbf q}}
=\frac{x(1-x)\delta^2}{N-1}\sum_{\mathbf q\ne0}\frac1{E_0-E_{\mathbf q}} .
\]

For a large three-dimensional crystal this becomes \(x(1-x)\delta^2G(E_0)\), where \(G(E)=N^{-1}\sum_{\mathbf k}1/(E-E_{\mathbf k})\) is the local Green function.

At the conduction minimum \(D_{\mathbf q}=-t_cl(\mathbf q)<0\), so the edge falls: the wave gathers on sites of low energy and gains more than it pays in hopping energy. At the valence maximum \(D_{\mathbf q}=+t_vl(\mathbf q)>0\), so the edge rises. Neither sign depends on the sign of \(\delta\). With \(g_0\) the average of \(1/l\) over the Brillouin zone,

\[
E_g(x)\simeq E_g^{\rm VC}(x)-b\,x(1-x),\qquad
b=g_0\left(\frac{\delta_c^2}{t_c}+\frac{\delta_v^2}{t_v}\right).
\]

**Q:** How large is that for your parameters?

**A:** To find \(g_0\), use \(1/l=\int_0^\infty e^{-sl}ds\). The average over \(\mathbf k\) then factorizes into three equal integrals:

\[
g_0=\int_0^\infty\!\left[e^{-2s}\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{2s\cos k}\right]^3\!ds
=\int_0^\infty\left[e^{-2s}I_0(2s)\right]^3ds=0.2527 .
\]

Here \(I_0\) is the modified Bessel function. Thus

\[
b=0.2527\left(\frac{0.0036}{0.05}+\frac{0.0004}{0.02}\right){\rm Ry}
=0.2527\times0.092\ {\rm Ry}=0.0233\ {\rm Ry}=0.316\ {\rm eV}.
\]

At \(x=1/2\) the gap is lowered by \(b/4=0.0058\) Ry, from 0.1600 to 0.1542 Ry.

**Q:** Do actual random arrangements behave this way?

**A:** Here are mean gaps in Ry from 60 random cells of \(10^3\) sites at each composition. The standard error of each mean is at most 0.00004 Ry. The last two columns use the finite-cell formulas.

| \(x\) | virtual | cells | 2nd order | 3rd order |
|---|---|---|---|---|
| 0.25 | 0.1800 | 0.1755 | 0.1760 | 0.1755 |
| 0.50 | 0.1600 | 0.1548 | 0.1547 | 0.1547 |
| 0.75 | 0.1400 | 0.1365 | 0.1360 | 0.1366 |

At \(x=1/2\) the cells bow slightly less than the bulk estimate (0.1548 against 0.1542 Ry), and the finite-cell second-order shift is smaller than the bulk one at every composition, because the cells lack wavevectors near \(\Gamma\). That missing region has radius of order \(1/L\), where \(L\) is the cell length. Its contribution scales as \(\int_0^{1/L}q^2dq/q^2\sim1/L\). For \(L=10\) the lattice sum is 0.2304 instead of 0.2527, which gives \(b=0.0212\) Ry. Eliminating a \(1/L\) error between \(L=32\) and \(L=64\) gives \(2(0.249204)-0.245684=0.2527\), the bulk value.

**Q:** Second order misses in opposite directions at 25% and 75%. Why?

**A:** The distribution of site energies is skewed unless \(x=1/2\). Its third moment is

\[
m_3=x(1-x)^3\delta^3-(1-x)x^3\delta^3=x(1-x)(1-2x)\delta^3 .
\]

Put the first-order \(c_{\mathbf q'}\) into the scattering term of the equation for \(c_{\mathbf q}\). Replacing \(E\) by \(E_0\) there is allowed at this order, because \(E-E_0\) is already second order. The energy gains

\[
\Delta E_3=\sum_{\mathbf q,\mathbf q'\ne0}\frac{\langle V_{-\mathbf q}V_{\mathbf q-\mathbf q'}V_{\mathbf q'}\rangle}{D_{\mathbf q}D_{\mathbf q'}} .
\]

Terms with \(\mathbf q=\mathbf q'\) vanish because \(V_0=0\). For the others, multiply \(\sum_kv_k=0\) by \(v_i^2\), then by \(v_iv_j\), and average. For different sites this gives

\[
\langle v_i^2v_j\rangle=-\frac{m_3}{N-1},\qquad
\langle v_iv_jv_k\rangle=\frac{2m_3}{(N-1)(N-2)} .
\]

The three wavevectors are nonzero and add to zero. Their phase sum is \(N\) when all sites coincide and \(-N\) for each of the three ways in which just two coincide. The unrestricted sum is zero, so it is \(2N\) when all sites differ. The averaged product is therefore

\[
\frac{m_3}{N^2}\left[1+\frac3{N-1}+\frac4{(N-1)(N-2)}\right]=\frac{m_3}{(N-1)(N-2)},
\]

because \((N-1)(N-2)+3(N-2)+4=N^2\). Summing over \(\mathbf q\ne\mathbf q'\),

\[
\Delta E_3=\frac{x(1-x)(1-2x)\delta^3}{(N-1)(N-2)}
\left[\Big(\sum_{\mathbf q\ne0}\frac1{D_{\mathbf q}}\Big)^2-\sum_{\mathbf q\ne0}\frac1{D_{\mathbf q}^2}\right].
\]

The bracket is positive, since all \(D_{\mathbf q}\) have one sign. In this example \(\delta_c<0\) and \(\delta_v>0\), so for \(x<1/2\) the conduction edge moves further down and the valence edge further up. For \(x>1/2\) both corrections reverse. The cells show this: the gap lowering divided by \(x(1-x)\) is 0.0242, 0.0210 and 0.0186 Ry at the three compositions.

The numerical check also averages over all 220 arrangements of a 12-site cell, which tests both orders without sampling noise.

**Q:** A large random crystal must contain big clusters of pure B. Don't those set the conduction edge?

**A:** They set the extreme limit of the spectrum. A chosen region of \(n\) sites is all B with probability \(x^n\), which is tiny but not zero. In an infinite crystal, states in ever larger regions approach the pure-B edge. The edge I mean is that of the \(\Gamma\)-like states, not this rare tail.

Unfolding a supercell state means finding its weight on the virtual-crystal plane waves. The norm of the edge state is \(1+\sum|c_{\mathbf q}|^2\), so the mean \(\Gamma\) weight lost is, to leading order,

\[
\sum_{\mathbf q\ne0}\frac{\langle|V_{\mathbf q}|^2\rangle}{D_{\mathbf q}^2}
=\frac{x(1-x)\delta^2}{N-1}\sum_{\mathbf q\ne0}\frac1{D_{\mathbf q}^2}.
\]

At \(x=1/2\) the conduction edge keeps a mean weight of 0.959 in the cells; the formula gives 0.958.

**Q:** Does that stay true as the cell grows?

**A:** No. Near \(\Gamma\), \(1/D_{\mathbf q}^2\propto1/q^4\), and the smallest \(q\) is of order \(1/L\). The sum grows as \(L^4\), and division by \(N=L^3\) leaves a loss proportional to \(L\). Finite-cell perturbation theory therefore fails in a sufficiently large cell, even for weak disorder.

One way to treat the infinite crystal is the self-consistent Born approximation, in which the scattered wave also feels the average scattering. The self-energy, the energy shift of the propagating wave, satisfies \(\Sigma=WG(E-\Sigma)\). With \(u=E-\Sigma\),

\[
E=u+WG(u).
\]

Measure conduction energies from the virtual-crystal edge, drop the subscript on \(t_c\), and set \(u=-t\epsilon\) with \(\epsilon>0\). Then \(G(u)=-g(\epsilon)/t\), where \(g(\epsilon)\) is the zone average of \(1/(l+\epsilon)\). For small \(\epsilon\) the difference from \(g_0\) comes from small \(k\), where \(l\simeq k^2\):

\[
g_0-g(\epsilon)\simeq\int_0^\infty\frac{4\pi k^2dk}{(2\pi)^3}\frac{\epsilon}{k^2(k^2+\epsilon)}
=\frac{\epsilon}{2\pi^2}\,\frac{\pi}{2\sqrt\epsilon}=\frac{\sqrt\epsilon}{4\pi}.
\]

With \(w=W/t^2\),

\[
\frac Et\simeq-\epsilon-wg_0+\frac{w\sqrt\epsilon}{4\pi}.
\]

This has a maximum as a function of \(\epsilon\). Above it the real solution for \(u\) is lost and \(u\) becomes complex, which gives a nonzero density of states. The maximum is therefore the band edge. Setting the derivative to zero gives \(\sqrt\epsilon=w/(8\pi)\), and

\[
E_{\rm edge}\simeq-\frac{Wg_0}{t}+\frac{W^2}{64\pi^2t^3}.
\]

The leading shift survives. At \(x=1/2\) it is \(-0.00455\) Ry for the conduction edge, and the correction is \(1.0\times10^{-5}\) Ry, about 0.2% of it. This is the correction within this approximation only, not the accuracy of the leading shift. Other fourth-order scattering processes are left out, and they can be larger. At \(x=1/2\), summing repeated scattering from a single site (the coherent-potential approximation) replaces \(\Sigma=WG\) by \(\Sigma=(W-\Sigma^2)G\). This adds \(-W^2G^3\simeq W^2g_0^3/t^3=1.0\times10^{-4}\) Ry, about 2% of the leading shift. Crossed scattering between different sites is also of fourth order in \(\delta\), and it has the opposite sign. It contains \(W^2\sum_{\mathbf r\ne0}G(\mathbf r)^3\), where \(G(\mathbf r)\) links two sites a distance \(r\) apart. At the edge \(G(\mathbf r)\) is negative and falls as \(1/r\), so the sum grows logarithmically with distance until the self-energy cuts it off. This term is not evaluated here, so neither the size nor the sign of the full correction is settled.

**Q:** Could I use the same formula for a thin layer or a chain?

**A:** Not for a very wide layer or a very long chain. In \(d\) dimensions the small-\(k\) part of \(G\) at the edge is \(\int k^{d-1}dk/k^2\). It converges for \(d=3\), diverges logarithmically for \(d=2\), and diverges as \(L\) for \(d=1\). Doubling \(L\) from 64 to 128 raises the lattice sum from 0.711 to 0.821 in two dimensions and from 5.42 to 10.75 in one. Second order then gives no finite bulk shift. A layer several sites thick meets the same logarithm, with a smaller coefficient, once it is much wider than it is thick: the states closest to its band edge differ only in their motion along the layer.

**Q:** What if my sample is partly ordered?

**A:** The coefficient changes, because \(\langle|V_{\mathbf q}|^2\rangle\) is no longer the same for all \(\mathbf q\). Complete order shows how large the change can be. Take a perfect checkerboard at \(x=1/2\). The fluctuation alternates between \(\pm\delta/2\), so it couples \(\Gamma\) only to \((\pi,\pi,\pi)\), where \(l=12\). The conduction edge is the lower eigenvalue of a two-state problem with energies 0 and \(12t_c\) and coupling \(\delta_c/2\):

\[
\Delta E=6t_c-\sqrt{36t_c^2+\delta_c^2/4}=-0.0015\ {\rm Ry}.
\]

The second-order shift of the random \(10^3\)-site cell is \(-0.0041\) Ry. The site variance is the same, but the checkerboard scatters only to the far end of the band, where the energy denominator is largest.

Other kinds of order can do the opposite. Double layers stacked AABB scatter \(\Gamma\) only to \((0,0,\pm\pi/2)\), where \(l=2\). Second order then gives \(-W/(2t_c)=-0.0090\) Ry, about twice the random shift.

**Q:** Can disorder ever raise the gap?

**A:** It can raise it above the virtual-crystal gap, if it couples the bands strongly enough compared with the site-energy disorder. The two effects do not simply add: the average coupling mixes the bands, so each edge feels both kinds of disorder. To see the coupling alone, let a B atom leave both site energies unchanged but couple its two orbitals by \(\mu\). To leading order in \(\mu\), the conduction edge then scatters into valence states below it and is pushed up, and the valence edge is pushed down.

The reference also changes. The virtual crystal has an average coupling \(x\mu\) at \(\Gamma\). With \(E_g\) now the gap of pure A, the eigenvalues of

\[
\begin{pmatrix}E_g&x\mu\\x\mu&0\end{pmatrix}
\quad\text{differ by}\quad
E_g^{\rm VC}(x)=\sqrt{E_g^2+4x^2\mu^2}\simeq E_g+\frac{2x^2\mu^2}{E_g},
\]

which is already curved. To order \(\mu^2\), disorder adds \(x(1-x)\mu^2A\), where

\[
A=\left\langle\frac1{E_g+t_vl}\right\rangle+\left\langle\frac1{E_g+t_cl}\right\rangle
\]

and the brackets are zone averages. To the same order, the straight line between the pure crystals is \(E_g+2x\mu^2/E_g\). Subtracting it from the alloy gap leaves

\[
-x(1-x)\mu^2\left(\frac2{E_g}-A\right)<0,
\]

because \(l\ge0\) makes each average smaller than \(1/E_g\). To order \(\mu^2\), the alloy gap of this direct-gap model lies above the virtual-crystal gap but below the straight line.

For \(E_g=0.15\) Ry, \(\mu=0.03\) Ry, \(x=1/2\) and the same hoppings, 40 random cells of 216 sites give a mean gap of 0.1543 Ry. The virtual crystal gives 0.1530 Ry. The straight line, drawn to the exact pure-B gap \(\sqrt{E_g^2+4\mu^2}=0.1616\) Ry, gives 0.1558 Ry. A measured bow below the straight line therefore does not by itself show that disorder has lowered the gap: here the virtual crystal bows more, and disorder undoes part of it.

## Table of computed values

```
12-site cell: arrangements = 220, x = 0.25, delta/t = 0.02
  even shift/t: exact -1.394260e-05, formula -1.394259e-05
  odd shift/t: exact 2.536800e-08, formula 2.536815e-08
  lost weight: exact 3.143243e-06, formula 3.143242e-06
t|G| lattice sum, 3D, L = 10: 0.230430
t|G| lattice sum, 3D, L = 32: 0.245684
t|G| lattice sum, 3D, L = 64: 0.249204
t|G| lattice sum, 2D, L = 64: 0.710839
t|G| lattice sum, 2D, L = 128: 0.821039
t|G| lattice sum, 1D, L = 64: 5.416667
t|G| lattice sum, 1D, L = 128: 10.750000
3D t|G|: extrapolated 0.252724, integral g0 0.252731
Hoppings: t_c = 0.050 Ry, t_v = 0.020 Ry
B minus A: delta_c = -0.060 Ry, delta_v = 0.020 Ry
Pure gaps: A 0.200 Ry, B 0.120 Ry
Random cells: 1000 sites, 60 per composition
x = 0.25: virtual gap 0.18000 Ry, cell gap 0.17546 +/- 0.00004 Ry
  gap to 2nd order 0.17603 Ry, to 3rd 0.17550 Ry
  edge shifts: c -0.00357 Ry, v 0.00097 Ry; cell b 0.02424 Ry
  mean Gamma weight: c 0.958, v 0.972
  2nd-order Gamma weight: c 0.968, v 0.978
x = 0.50: virtual gap 0.16000 Ry, cell gap 0.15476 +/- 0.00004 Ry
  gap to 2nd order 0.15470 Ry, to 3rd 0.15470 Ry
  edge shifts: c -0.00410 Ry, v 0.00114 Ry; cell b 0.02096 Ry
  mean Gamma weight: c 0.959, v 0.971
  2nd-order Gamma weight: c 0.958, v 0.971
x = 0.75: virtual gap 0.14000 Ry, cell gap 0.13652 +/- 0.00002 Ry
  gap to 2nd order 0.13603 Ry, to 3rd 0.13655 Ry
  edge shifts: c -0.00271 Ry, v 0.00077 Ry; cell b 0.01857 Ry
  mean Gamma weight: c 0.976, v 0.983
  2nd-order Gamma weight: c 0.968, v 0.978
2nd-order b: 1000-site cell 0.02120 Ry, bulk 0.02325 Ry = 0.3163 eV
Bulk 2nd-order gap at x = 0.50: 0.15419 Ry = 2.0978 eV
Bulk c shift at x = 0.50: 2nd order -0.004549 Ry, self-consistent -0.004539 Ry
  self-consistency correction: numerical 1.030e-05 Ry, formula 1.026e-05 Ry
Checkerboard c shift: cell -0.001496 Ry, formula -0.001496 Ry
Random-cell 2nd-order c shift at x = 0.50: -0.004148 Ry
Interband case: mu = 0.030 Ry, x = 0.50, 216 sites, 40 cells
  pure gaps: A 0.15000 Ry, B 0.16155 Ry
  virtual gap 0.15297 Ry, straight line 0.15578 Ry
  cell gap 0.15427 +/- 0.000004 Ry, 2nd order 0.15428 Ry
```
